# The Thomas–Reiche–Kuhn sum rule with nonlocal core potentials, part 1

(Sections cited here and not found follow in the second part.)

A sodium atom whose ten core electrons are replaced by the Burkatzki–Filippi–Dolg (BFD) potential is a one-electron system. Its oscillator strengths from the 3s ground state are 0.991999 to 3p, 0.013621 to 4p and 0.002106 to 5p, and all higher $p$ states, bound and continuum, add 0.013313. The total is 1.021039. The same calculation for lithium gives 0.956609. The Thomas–Reiche–Kuhn (TRK) rule says that one electron in a potential $V(\mathbf r)$ has total strength 1, and the radial solver that produced these numbers returns 1.00000000 for hydrogen. The excess of 0.021 in sodium and the deficit of 0.043 in lithium therefore belong to the Hamiltonian. Their origin is that the core potential acts differently on $s$ and $p$ waves and so does not commute with the coordinate $z$.

### Definitions and the double commutator

Rydberg units are used: $\hbar=2m=1$, $e^2=2$, lengths in bohr, energies in Ry (1 Ry = 13.605693 eV). The kinetic energy is $-\nabla^2$ and a unit core charge attracts the electron with $-2/r$. The Hamiltonian is

$$H=-\nabla^2+V_{\rm loc}(r)+V_{\rm NL}, \tag{1}$$

where $V_{\rm loc}$ multiplies the wave function and $V_{\rm NL}$ is a Hermitian, bounded, short-ranged, spin-free and energy-independent operator. Let $|0\rangle$ be a normalized bound eigenstate with energy $E_0$, not necessarily the lowest. The oscillator strength for light polarized along $z$ is $(2m/\hbar^2)(E_n-E_0)|\langle n|z|0\rangle|^2$, and the prefactor is 1 in these units:

$$f_{n0}=(E_n-E_0)\,|\langle n|z|0\rangle|^2,\qquad S=\sum_n f_{n0}. \tag{2}$$

The sum runs over the whole spectrum of $H$. It includes the continuum, and it includes states below $E_0$, for which $f_{n0}$ is negative.

Since $\langle n|(H-E_0)=(E_n-E_0)\langle n|$, each term of (2) is $\langle 0|z|n\rangle\langle n|(H-E_0)z|0\rangle$, and completeness, $\sum_n|n\rangle\langle n|=1$, removes the sum:

$$S=\langle 0|z\,(H-E_0)\,z|0\rangle. \tag{3}$$

For any operator $A$, expanding the brackets gives

$$[z,[A,z]]=z(Az-zA)-(Az-zA)z=2zAz-z^2A-Az^2. \tag{4}$$

Put $A=H$ and take the expectation value in $|0\rangle$. In the last two terms $H$ stands next to the eigenstate and gives $E_0$; letting it act to the left in $\langle0|Hz^2|0\rangle$ requires that $z^2|0\rangle$ be normalizable and produce no surface term, which the exponential decay of a bound state guarantees. Then $\langle0|[z,[H,z]]|0\rangle=2\langle0|zHz|0\rangle-2E_0\langle0|z^2|0\rangle$, and comparison with (3) gives

$$S=\tfrac12\langle0|[z,[H,z]]|0\rangle. \tag{5}$$

The double commutator is linear in $H$, so the three terms of (1) are treated one at a time. For the kinetic term, $\nabla^2(zg)=z\nabla^2g+2\partial_zg$ for any smooth $g$, so

$$[-\nabla^2,z]=-2\partial_z. \tag{6}$$

Further, $[z,-2\partial_z]g=-2z\,\partial_zg+2\,\partial_z(zg)=2g$, so $[z,[-\nabla^2,z]]=2$ and the kinetic term contributes exactly 1 to (5). The local potential commutes with $z$, because both are multiplications, and contributes nothing. What remains is the modified sum rule

$$S=1+\tfrac12\langle0|[z,[V_{\rm NL},z]]|0\rangle. \tag{7}$$

With $V_{\rm NL}=0$ this is the ordinary TRK rule, valid for any local potential, central or not.

The correction takes a transparent form in terms of the kernel, $(V_{\rm NL}\psi)(\mathbf r)=\int V_{\rm NL}(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r'$. A factor $z$ to the left of the operator multiplies the kernel by $z$, and a factor to the right multiplies it by $z'$. The three terms of (4) give $2zz'-z^2-z'^2=-(z-z')^2$, and

$$S=1-\tfrac12\iint\psi^*(\mathbf r)\,(z-z')^2\,V_{\rm NL}(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r\,d^3r'. \tag{8}$$

Three properties follow from (8). A local potential has a kernel proportional to $\delta(\mathbf r-\mathbf r')$, which the factor $(z-z')^2$ annihilates. A shift of origin, $z\to z+a$, leaves $z-z'$ and hence $S$ unchanged. The correction measures the squared distance over which the potential carries the electron, weighted by the kernel, and nothing fixes its sign, because neither the kernel nor the product $\psi^*(\mathbf r)\psi(\mathbf r')$ is of one sign in general. The correction has the dimension energy times length squared, and it is a pure number because $\hbar^2/2m=1$ Ry bohr$^2$.

For $N$ electrons the dipole operator is $Z=\sum_iz_i$, and steps (3) to (5) hold with $Z$ in place of $z$. The electron repulsion is a multiplication and drops out. A one-electron operator $A_k$ commutes with $z_j$ for $j\ne k$, so $[A_k,Z]=[A_k,z_k]$, which again acts on electron $k$ alone, and $[Z,[A_k,Z]]=[z_k,[A_k,z_k]]$. Hence

$$S_N=N+\tfrac12\sum_{k=1}^N\langle0|[z_k,[V_{{\rm NL},k},z_k]]|0\rangle, \tag{9}$$

which is exact for the correlated valence state of the pseudo-Hamiltonian.

### Semilocal potentials

The BFD potentials have the semilocal form

$$V_{\rm NL}=\sum_lU_l(r)\,P_l,\qquad P_l=\sum_{m=-l}^{l}|lm\rangle\langle lm|, \tag{10}$$

where $P_l$ projects the angular dependence on the spherical harmonics of order $l$, and $U_l=0$ above some highest channel. The eigenstates are $\psi=u_{nl}(r)Y_{lm}/r$ with $\int u^2dr=1$, and $u_{nl}$ is an eigenfunction of

$$h_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}+V_{\rm loc}+U_l. \tag{11}$$

The action of $z=r\cos\theta$ on the angular factor is needed first. Let $x=\cos\theta$, $m\ge0$, and let $P_l^{(m)}(x)$ be the $m$-th derivative of the Legendre polynomial $P_l(x)$, which is always written with an argument or a superscript to distinguish it from the projector. Two recurrences hold: $(2l+1)xP_l(x)=(l+1)P_{l+1}(x)+lP_{l-1}(x)$ and $(2l+1)P_l(x)=P_{l+1}'(x)-P_{l-1}'(x)$. Differentiating the first $m$ times gives $(2l+1)[xP_l^{(m)}+mP_l^{(m-1)}]=(l+1)P_{l+1}^{(m)}+lP_{l-1}^{(m)}$. Differentiating the second $m-1$ times gives $(2l+1)P_l^{(m-1)}=P_{l+1}^{(m)}-P_{l-1}^{(m)}$. Subtracting $m$ times the latter from the former yields

$$(2l+1)\,xP_l^{(m)}=(l+1-m)P_{l+1}^{(m)}+(l+m)P_{l-1}^{(m)}. \tag{12}$$

The harmonic $Y_{lm}$ is $N_{lm}(1-x^2)^{m/2}P_l^{(m)}e^{im\varphi}$, up to a sign that depends on $m$ only, with $N_{lm}^2\propto(2l+1)(l-m)!/(l+m)!$. The coefficient of $Y_{l+1,m}$ in $xY_{lm}$ is therefore $c_{lm}=\frac{l+1-m}{2l+1}\,N_{lm}/N_{l+1,m}$, and the ratio of the normalizations is $N_{lm}^2/N_{l+1,m}^2=\frac{(2l+1)(l+1+m)}{(2l+3)(l+1-m)}$. The coefficient of $Y_{l-1,m}$ equals $c_{l-1,m}$ because $x$ is a real symmetric operator. Thus

$$\cos\theta\,Y_{lm}=c_{lm}Y_{l+1,m}+c_{l-1,m}Y_{l-1,m},\qquad c_{lm}^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}. \tag{13}$$

Complex conjugation relates $Y_{l,-m}$ to $Y_{lm}$, so (13) holds for negative $m$ as well. For $l=0$ the second term is absent. The program tests (13) against direct quadrature for $l\le3$.

With (13) the sum (2) for an initial state $(l,m)$ with radial function $u$ and energy $E_0$ splits into two radial sums,

$$S(l,m)=c_{lm}^2R_{l+1}+c_{l-1,m}^2R_{l-1},\qquad R_{l'}=\sum_n(E_{nl'}-E_0)\Big(\int u_{nl'}\,r\,u\,dr\Big)^2. \tag{14}$$

Completeness of the eigenfunctions of $h_{l'}$ gives $R_{l'}=\int ru\,(h_{l'}-E_0)\,ru\,dr$, the radial counterpart of (3). From (11),

$$h_{l'}=h_l+\frac{l'(l'+1)-l(l+1)}{r^2}+U_{l'}-U_l .$$

The differential expression $h_l-E_0$ acts on $ru$ through $(ru)''=ru''+2u'$, so $(h_l-E_0)(ru)=r(h_l-E_0)u-2u'=-2u'$. Its contribution to $R_{l'}$ is $-2\int ruu'\,dr=-\int r\,(u^2)'dr=\int u^2dr=1$, where the boundary term $ru^2$ vanishes at both ends. The centrifugal difference is multiplied by $r^2u^2$ and integrates to its numerator. With $\langle g\rangle=\int gu^2dr$,

$$R_{l'}=1+l'(l'+1)-l(l+1)+\langle r^2(U_{l'}-U_l)\rangle. \tag{15}$$

For $l'=l+1$ the potential-free part is $1+(l+1)(l+2-l)=2l+3$. For $l'=l-1$ it is $1+l(l-1-l-1)=-(2l-1)$. In (14) these combine to

$$c_{lm}^2(2l+3)-c_{l-1,m}^2(2l-1)=\frac{(l+1)^2-m^2}{2l+1}-\frac{l^2-m^2}{2l+1}=1, \tag{16}$$

which recovers the kinetic term of (7) for every $m$. The remainder is the nonlocal correction:

$$S(l,m)=1+c_{lm}^2\langle r^2(U_{l+1}-U_l)\rangle+c_{l-1,m}^2\langle r^2(U_{l-1}-U_l)\rangle. \tag{17}$$

For an unoriented atom (17) is averaged over $m$. The mean of $m^2$ over $-l,\dots,l$ is $l(l+1)/3$. The numerator of $c_{lm}^2$ averages to $(l+1)^2-l(l+1)/3=(l+1)(2l+3)/3$, and that of $c_{l-1,m}^2$ to $l^2-l(l+1)/3=l(2l-1)/3$. Dividing by the denominators in (13),

$$\bar S(l)=1+\frac{l+1}{3(2l+1)}\langle r^2(U_{l+1}-U_l)\rangle+\frac{l}{3(2l+1)}\langle r^2(U_{l-1}-U_l)\rangle. \tag{18}$$

For an $s$ state, $c_{00}^2=1/3$ and

$$S=1+\tfrac13\int_0^\infty r^2u^2\,(U_1-U_0)\,dr. \tag{19}$$

Only differences of neighbouring channels appear. A function added to every $U_l$, for all $l$, is a local potential because $\sum_lP_l=1$, and it cancels from (17); the result does not depend on which channel is called local. For an $s$ state, $S>1$ when the $p$ channel is the more repulsive in the weight $r^2u^2$, and $S<1$ when the $s$ channel is. The $d$ channel has no effect on (19).

The kernel form (8) must give the same result. By the addition theorem the projector has the angular kernel $K_l(\Omega,\Omega')=\sum_mY_{lm}(\Omega)Y^*_{lm}(\Omega')=\frac{2l+1}{4\pi}P_l(\cos\gamma)$, where $\gamma$ is the angle between the two directions, and the full kernel is $r^{-2}\delta(r-r')\sum_lU_l(r)K_l$. On the sphere $r=r'$ one has $z-z'=r(x-x')$. For $\psi=u/(r\sqrt{4\pi})$ the correction in (8) becomes $\sum_la_l\int r^2u^2U_l\,dr$ with

$$a_l=-\frac12\,\frac1{4\pi}\iint(x^2+x'^2-2xx')\,K_l\,d\Omega\,d\Omega'. \tag{20}$$

The kernel $K_l$ projects. The constant 1 is pure $l=0$, so $\int K_l\,d\Omega'=\delta_{l0}$, and $x'$ is pure $l=1$, so $\int K_l\,x'd\Omega'=\delta_{l1}x$. The mean of $x^2$ over the sphere is $1/3$. The first two terms of (20) give $\frac13\delta_{l0}$ each and the third gives $-\frac23\delta_{l1}$, so $a_l=-\frac13\delta_{l0}+\frac13\delta_{l1}$, in agreement with (19). Numerical integration of (20) over both directions gives $-0.333333$, $0.333333$, $0$, $0$ for $l=0$ to 3.

### The sodium and lithium pseudo-atoms

The BFD potentials are sums of terms $c\,r^pe^{-ar^2}$. For sodium, with a neon core, in Ry and bohr,

$$V_{\rm loc}=-\frac2r+\frac2r\,e^{-5.358387r^2}-4.155296\,e^{-1.605077r^2}+10.716774\,r\,e^{-3.679190r^2},$$

$$U_0=21.392805\,e^{-1.323894r^2},\qquad U_1=20.224777\,e^{-1.140520r^2},\qquad U_{l\ge2}=0. \tag{21}$$

The first two terms of $V_{\rm loc}$ combine at small $r$ to $-2\times5.358387\,r=-10.716774\,r$, which the last term cancels, so the potential is finite and has no linear term at the origin. The model is one electron in a frozen core with no core polarization. All digits quoted here are properties of this model Hamiltonian, kept so that its arithmetic and its different routes can be compared; they are not predictions of that accuracy for the real atoms. The radial problem (11) is diagonalized in 125 B-splines of degree 7 in a box of 120 bohr, which replaces the continuum by discrete box states. The program and its output follow this section.

The solver is tested on hydrogen, where two quantities are known in closed form. With $u_{1s}=2re^{-r}$ and $u_{2p}=r^2e^{-r/2}/(2\sqrt6)$ the radial integral is $6^{-1/2}\int r^4e^{-3r/2}dr=6^{-1/2}\,4!\,(2/3)^5$, whose square is $2^{15}/3^9$. With the gap $3/4$ Ry and the factor $1/3$ this gives $f=2^{13}/3^9$, and the solver prints 0.416197. The second quantity is the polarizability, treated below.

For sodium the lowest levels are $E_{3s}=-0.364288$ Ry ($-4.9564$ eV) and $E_{3p}=-0.218938$ Ry, so the gap is $\Delta=0.145350$ Ry (1.9776 eV). The labels are those of the real atom; both pseudo-orbitals are nodeless. The radial integral is 4.524895 bohr, and (14) gives $f_{3p}=\frac13\times0.145350\times4.524895^2=0.99200$. The sum over all $p$ states is

$$S=0.991999+0.013621+0.002106+0.013313=1.021039 .$$

The right side of (19) needs no $p$ state at all. The 3s moments are $\langle r^2U_0\rangle=0.113367$ and $\langle r^2U_1\rangle=0.176485$ Ry bohr$^2$, and

$$S=1+\tfrac13(0.176485-0.113367)=1+\tfrac13\times0.063118=1.021039 .$$

The two routes print the same eight decimals, 1.02103911. The sign can be read from (21). The channels cross where $e^{(1.323894-1.140520)r^2}=21.392805/20.224777$, that is at $r^2=0.05615/0.183374=0.306$ or $r=0.55$ bohr. Inside this radius $U_1-U_0$ is negative, but there the weight $r^2u^2$ vanishes as $r^4$; outside, the slower Gaussian decay makes $U_1$ the larger, and the moments show that the outer region dominates.

Two further tests concern the cause and the method. When $U_0$ and $U_1$ are removed and only $V_{\rm loc}$ is kept, the state sum is 1.00000000, so the shape of the local channel is not responsible for the excess. When the atom is solved instead with Gaussian functions and the analytic and core-potential integrals of PySCF, the result is $E_{3s}=-0.364288$ Ry and $S=1.021039$. In that basis the $s$ and $p$ exponents are the same, and $z$ times an $s$ Gaussian is a $p$ Gaussian of the same exponent, so the closure step (3) is exact within the basis. The step from (3) to (5) is exact only to the extent that $r^2\psi$ is representable by the $s$ functions.

The lithium potential, with a helium core, has a single nonlocal term, $U_0=14.183443\,e^{-1.343198r^2}$, and $U_1=0$. Since $U_0>0$ everywhere, (19) forces $S<1$ for every $s$ state of this model. With $E_{2s}=-0.392652$ Ry ($-5.3423$ eV) and $\langle r^2U_0\rangle=0.130173$,

$$S=1-\tfrac13\times0.130173=0.956609,$$

and the strengths add to $0.769975+0.003208+0.003390+0.180036=0.956609$. The strengths do not fall monotonically: the value for 3p lies slightly below that for 4p, and 0.18 sits in higher bound and continuum states. A near cancellation of positive and negative parts of the 2s–3p radial integral is a plausible cause, but this is a conjecture that the program does not examine.

The sodium 3p state tests the $m$ dependence of (17) and the downward transition. Its moments are $\langle r^2(U_0-U_1)\rangle=-0.012541$ and $\langle r^2(U_2-U_1)\rangle=-0.030875$. Equation (15) predicts $R_0=-1-0.012541$ and $R_2=5-0.030875$, and the state sums are $-1.012541$ and $4.969125$. $R_0$ is negative because the downward 3p→3s term outweighs all upward ones. From (13), $c_{10}^2=4/15$, $c_{00}^2=1/3$, $c_{11}^2=1/5$, and $c_{01}^2=0$. Then $S(1,0)=\frac4{15}(4.969125)-\frac13(1.012541)=1.325100-0.337514=0.987586$ and $S(1,\pm1)=\frac15(4.969125)=0.993825$. Equation (18) gives $1-\frac29(0.030875)-\frac19(0.012541)=0.991746$, the mean of the three sublevels. The same Hamiltonian thus has $S>1$ in its ground state and $S<1$ in its first excited state, and $S$ depends on the orientation of the orbital, whereas a local potential gives 1 for each.

### The velocity operator

For eigenstates, $\langle n|[H,z]|0\rangle=(E_n-E_0)\langle n|z|0\rangle$, because $H$ acts to the left in the first term of the commutator and to the right in the second. With (6),

$$(E_n-E_0)\langle n|z|0\rangle=\langle n|-2\partial_z+[V_{\rm NL},z]\,|0\rangle. \tag{22}$$

The velocity operator is $v_z=i[H,z]=2p_z+i[V_{\rm NL},z]$ with $p_z=-i\partial_z$; the first term is $p_z/m$ with $m=\frac12$. Equation (5) reads $S=\langle[z,v_z]\rangle/2i$, so the sum rule changes because the extra velocity term $i[V_{\rm NL},z]$ does not itself commute with $z$; an extra term that does commute with $z$, as for the spin–orbit coupling in the last section, leaves $S$ unchanged. The two parts of (7) correspond to the two parts of (22). Multiplying (22) by $\langle0|z|n\rangle$ and summing over $n$, the gradient part gives $-2\int\psi z\,\partial_z\psi\,d^3r=-\int z\,\partial_z(\psi^2)\,d^3r=1$ for real $\psi$, and the commutator part gives the correction.

For an $s$ state $\psi=gY_{00}$ with $g=u/r$, one has $\partial_z\psi=g'\cos\theta\,Y_{00}=g'Y_{10}/\sqrt3$ and $rg'=u'-u/r$. The function $z\psi$ is pure $p$ and $\psi$ is pure $s$, so $[V_{\rm NL},z]\psi=U_1z\psi-zU_0\psi$. The common factor $1/\sqrt3$ cancels from (22), which leaves

$$\Delta_n\int u_{np}\,r\,u\,dr=-2\int u_{np}\Big(u'-\frac ur\Big)dr+\int u_{np}\,r\,(U_1-U_0)\,u\,dr,\qquad\Delta_n=E_{np}-E_0. \tag{23}$$

For 3s→3p in sodium the left side is $0.145350\times4.524895=0.657694$, and the right side is $0.642145+0.015549=0.657694$ Ry bohr. If $A$ denotes the right side of (23), then $f=A^2/(3\Delta_n)$. The gradient alone gives $0.642145^2/(3\times0.145350)=0.94565$, which is 4.7% below the length value 0.99200. The nonlocal term is 2.4% of the amplitude, and squaring roughly doubles the relative change. With both terms the velocity and length forms agree.

The modified sum rule has been derived and agrees with the state sums for sodium and lithium, and the nonlocal term in the velocity operator brings the velocity and length forms into agreement. What remains is to express the correction as a ground-state response, to treat the high-frequency polarizability and separable potentials, to compare with the all-electron atom, and to state the conditions under which the rule fails.
